# Weibull Fits to Censored Oxide Breakdown Data and Discarded Survivors

A stress test on oxide capacitors is stopped while many of them are still working. Before a lifetime can be projected, someone must decide what goes into the fit: the recorded breakdown times alone, or also the devices that have no breakdown time. The choice changes both the characteristic life and the slope of the Weibull line. When at least half the devices survive, leaving them out gives a shorter characteristic life than keeping them, yet it can give a longer projected life at a very small failure fraction. Where a reliability limit is set below the fraction at which the two fitted lines cross, leaving them out cannot be defended as a cautious simplification. That crossing fraction depends on how early the test is stopped.

## Four capacitors by hand

Four nominally identical capacitors are stressed under one constant condition until a preset time $T$. Two break down, at $T/4$ and $T/2$, and two survive. Measure time in units of $T$, so that the four times on test are $1/4,\ 1/2,\ 1,\ 1$.

Suppose first that the breakdown rate is constant, so that the probability of surviving to time $t$ is $e^{-t/\eta}$. A device that fails at $t$ contributes the probability density $e^{-t/\eta}/\eta$. For a survivor we know that its life exceeds 1, and the probability of that is $e^{-1/\eta}$. The devices are independent, so the factors multiply, and the logarithm of the likelihood is

$$
\ell=-2\ln\eta-\frac{1}{\eta}\left(\frac14+\frac12+1+1\right)
=-2\ln\eta-\frac{11}{4\eta}.
$$

Its derivative, $-2/\eta+11/(4\eta^2)$, is positive below $\eta=11/8$ and negative above it. The maximum is therefore at $\eta=11/8$. The sum runs over all four devices, but it is divided by the number of failures, two. If the survivors are discarded, the same calculation gives $\eta=(1/4+1/2)/2=3/8$. The difference is the time spent on test by the survivors, $2$, divided by the two failures.

Breakdown rates generally change with time. The Weibull law allows for this through a shape $\beta$:

$$
F(t)=1-e^{-(t/\eta)^\beta},\qquad
f(t)=\frac{dF}{dt}=\frac{\beta}{\eta}\left(\frac t\eta\right)^{\beta-1}e^{-(t/\eta)^\beta}.
$$

At $t=\eta$ a fraction $1-1/e$ has failed, whatever the shape. For the four devices, the logarithms of the failure times add to $-\ln4-\ln2=-3\ln2$, and

$$
\ell=2\ln\beta-3(\beta-1)\ln2-2\beta\ln\eta-\frac{A(\beta)}{\eta^\beta},
\qquad A=4^{-\beta}+2^{-\beta}+2.
$$

At fixed $\beta$, the derivative with respect to $\eta$ is $(\beta/\eta)(A/\eta^\beta-2)$, which changes from positive to negative at $\eta^\beta=A/2$. Putting this back leaves a function of $\beta$ alone, called the profile likelihood:

$$
\ell_p=2\ln\beta-3(\beta-1)\ln2-2\ln(A/2)-2.
$$

Its derivative is $2/\beta-3\ln2-2A'/A=-2g(\beta)$, where

$$
g(\beta)=-\ln2\,\frac{2\cdot4^{-\beta}+2^{-\beta}}{4^{-\beta}+2^{-\beta}+2}
-\frac1\beta+\frac32\ln2 .
$$

The best shape satisfies $g=0$. Two trial values locate it:

$$
g(1)=\frac{25}{22}\ln2-1<0,\qquad
g(2)=\frac{99}{74}\ln2-\frac12>0.
$$

The signs follow from $1/2<\ln2<4/5$. The root lies between 1 and 2. Discarding the survivors removes the final 2 from the denominator, and at $\beta=2$ the function becomes $(3/10)\ln2-1/2<0$. Since $g$ increases with $\beta$, as shown below, the discarding fit has a shape above 2. It has a shorter characteristic life and a steeper slope.

## The fit for any number of devices

Let $n$ devices produce $r$ failures, and let $t_i$ be the time on test of device $i$, with $t_i=T$ for a survivor. Assume that all lives are independent draws from one Weibull law and that the stop time was not chosen from knowledge of the survivors' remaining lives. Write $\sum_f$ for a sum over failures and $\sum_a$ for a sum over all devices. Each failure contributes $\ln f(t_i)$ and each survivor $-(T/\eta)^\beta$, hence

$$
\ell=r\ln\beta+(\beta-1)\sum_f\ln t_i-r\beta\ln\eta-\frac{S}{\eta^\beta},
\qquad S(\beta)=\sum_a t_i^\beta .
$$

For $r\ge1$, the derivative $(\beta/\eta)(S/\eta^\beta-r)$ gives

$$
\boxed{\eta^\beta=\frac1r\sum_a t_i^\beta}.
$$

With no failures, $\ell=-S/\eta^\beta$ keeps rising as $\eta$ grows, and no finite estimate exists.

Substitution gives $\ell_p=r\ln\beta+(\beta-1)\sum_f\ln t_i-r\ln(S/r)-r$. Since $S'=\sum_a t_i^\beta\ln t_i$, its derivative is $-rg$, with

$$
\boxed{g(\beta)=\frac{\sum_a t_i^\beta\ln t_i}{\sum_a t_i^\beta}-\frac1\beta-\frac1r\sum_f\ln t_i=0}.
$$

The first term is a weighted mean of $\ln t$, with weights $w_i=t_i^\beta/S$. Differentiating this quotient gives

$$
g'(\beta)=\sum_a w_i(\ln t_i)^2-\left(\sum_a w_i\ln t_i\right)^2+\frac1{\beta^2}>0,
$$

because the first two terms form a variance. Thus $g$ can vanish at most once. As $\beta\to0$, the term $-1/\beta$ drives it to $-\infty$. As $\beta\to\infty$, the largest time $t_{\max}$ takes all the weight, and $g$ tends to $\ln t_{\max}$ minus the mean logarithm of the failure times. This is positive unless every failure occurred at $t_{\max}$. Apart from that exceptional case there is exactly one root, and since $\ell_p'=-rg$ changes from positive to negative there, it is the maximum.

The same property makes the numerical solution safe. Replace each time by $t_i/t_{\max}$; both mean logarithms in $g$ shift equally, so $g$ is unchanged. All logarithms are now zero or negative. With $a=-\frac1r\sum_f\ln(t_i/t_{\max})$ we have $g(\beta)\le a-1/\beta$, so the root cannot lie below $1/a$. The procedure is:

1. Start the lower bound at $1/a$ and the upper bound at $2/a$. Double the upper bound until $g$ is positive there.
2. From the midpoint, propose the Newton step $\beta-g/g'$. The sign of $g$ at the current point tightens one bound.
3. If the proposal falls outside the bounds, take their midpoint instead. Repeat until $\beta$ settles, then compute $\eta$.

Changing the unit of time multiplies $\eta$ by the conversion factor and leaves $\beta$ alone, so the formulas hold equally in atomic units. The numbers below are in seconds.

## What discarding does in a given sample

Let subscript $c$ denote the censored fit, which keeps the survivors, and $d$ the fit to failures alone. The latter needs at least two distinct failure times. At a common, fixed $\beta$ the scale formula gives

$$
\eta_c^\beta-\eta_d^\beta=\frac{(n-r)T^\beta}{r}.
$$

With any survivors present, the discarding scale is therefore too low relative to the censored one.

When the shape is fitted too, compare the two functions $g$. Let $m$ be the weighted mean of $\ln t$ over the failures. Adding the survivors changes the weighted mean by

$$
g_c-g_d=\frac{mS_f+(n-r)T^\beta\ln T}{S_f+(n-r)T^\beta}-m
=\frac{(n-r)T^\beta(\ln T-m)}{S_f+(n-r)T^\beta}>0,
$$

where $S_f=\sum_f t_i^\beta$. The sign follows because every failure precedes $T$. At the censored root, $g_d(\beta_c)<g_c(\beta_c)=0$, and since $g_d$ increases, $\beta_d>\beta_c$. Discarding removes the long-lived tail, and the narrower spread of times is read as a steeper slope.

For the scales, $\eta_d^{\beta_d}$ is the mean of $t_i^{\beta_d}$ over failures, so $\eta_d<T$. If at least half the devices survive, $n-r\ge r$, then

$$
\eta_c^{\beta_c}\ge\frac{n-r}{r}T^{\beta_c}\ge T^{\beta_c},
\qquad\text{and so}\qquad \eta_d<T\le\eta_c .
$$

With fewer survivors this ordering can fail. In a constructed sample of 100000 failures placed at the quantiles of a law with $\beta=\eta=1$, plus one survivor at 244.69, the censored scale is 0.999311 and the discarding scale 1.000000. At fixed shape the survivor would raise the scale; the accompanying fall in the fitted shape outweighs that here.

## Where the projected lives cross

The time by which a fraction $p$ has failed follows from solving $F(t_p)=p$:

$$
t_p=\eta\,[-\ln(1-p)]^{1/\beta}.
$$

On a Weibull plot, $W=\ln[-\ln(1-F)]=\beta(\ln t-\ln\eta)$ is a straight line in $\ln t$. Subtracting the two fitted lines gives

$$
W_d-W_c=(\beta_d-\beta_c)(\ln t-\ln t_*),\qquad
\ln t_*=\frac{\beta_d\ln\eta_d-\beta_c\ln\eta_c}{\beta_d-\beta_c}.
$$

Let $p_*$ be the failure fraction at $t_*$. Before $t_*$ the discarding line predicts fewer failures, so it takes longer to reach any fraction $p<p_*$. For $p>p_*$ it predicts a shorter life. The statement that discarding biases lifetime low therefore needs a failure fraction attached. It holds for the median when $p_*<1/2$, and it is reversed below $p_*$.

## A test of forty devices

Take model parameters $\beta=1.5$ and $\eta=100000$ s, and stop a test of 40 devices at 50000 s. One random sample, with times rounded to whole seconds, gives 15 failures and 25 survivors. The failure times in seconds are 4931, 7650, 11066, 16574, 27622, 31681, 34343, 34752, 35104, 37879, 40646, 44540, 46782, 48523 and 49433.

The mean of $\ln(t/T)$ over failures is $-0.64382$, so the root is not below $1/0.64382=1.5532$. The first trial is midway between this and its double, 2.3299. The next iterate, 1.9415, is the midpoint of 1.5532 and 2.3299: the Newton proposal had left the bounds and was replaced. The following values are 1.6785, 1.7090 and 1.7096, where the iteration settles.

At this shape the sum of $(t/T)^\beta$ over all devices is 32.685, of which the survivors supply 25. Hence

$$
\eta_c=50000\left(\frac{32.685}{15}\right)^{1/1.7096}\ \text{s}
\approx78900\ \text{s}=21.9\ \text{h}.
$$

Discarding the survivors gives $\beta_d=2.307$ and $\eta_d\approx35300$ s, or 9.8 h. This is 55% below the censored estimate. The median falls from about 63600 s to 30100 s.

At a failure fraction of 0.01%, $-\ln(1-p)\approx10^{-4}$, and the order is reversed:

$$
\begin{aligned}
t_{p,c}&=78855\,(10^{-4})^{1/1.7096}\ \text{s}\approx361\ \text{s},\\
t_{p,d}&=35264\,(10^{-4})^{1/2.3069}\ \text{s}\approx651\ \text{s}.
\end{aligned}
$$

The lines cross at about 3520 s, where the failed fraction is 0.49%. This is earlier than the first observed failure, at 4931 s. The reversal lies in the extrapolated part of the plot, where these data offer no direct warning.

## Systematic bias and sampling error

One sample cannot separate a biased method from an unlucky draw. For very many devices, sums become averages over the true law. Define $u=(t/\eta)^\beta$ with the true parameters. Then $u$ has density $e^{-u}$, and the test stops at $c=(T/\eta)^\beta$. Integration by parts gives

$$
\int_0^c ue^{-u}du+ce^{-c}=\int_0^c e^{-u}du=1-e^{-c},
$$

$$
\int_0^c u\ln u\,e^{-u}du+c\ln c\,e^{-c}
=\int_0^c(\ln u+1)e^{-u}du .
$$

The left sides are the averages of $u$ and $u\ln u$ over all devices, with survivors entered at $c$. Dividing the second line by the first gives one plus the mean of $\ln u$ over failures. This makes $g=0$ at the true shape, and the first line then gives the true scale. The censored fit therefore approaches the truth as the sample grows.

The discarding fit sees only failures, whose density is $e^{-u}/(1-e^{-c})$ on $0<u<c$. It mistakes this truncated law for a complete Weibull law. If its shape and scale in the variable $u$ are $k$ and $\lambda$, then

$$
\frac{\langle u^k\ln u\rangle}{\langle u^k\rangle}-\frac1k-\langle\ln u\rangle=0,
\qquad \lambda^k=\langle u^k\rangle,
$$

with averages over that truncated density. Since $t=\eta u^{1/\beta}$, the fit in time has $\beta_d=k\beta$ and $\eta_d=\eta\lambda^{1/\beta}$. The weighted-mean argument again gives $k>1$. Also $\lambda<c$, which proves $\lambda<1$ for $c\le1$, that is, when no more than a fraction $1-1/e$ is expected to fail. Numerical solutions at selected larger $c$, up to 8, also gave $\lambda<1$. The inequality does not hold for every $c$: at $c=80$, $\lambda$ exceeds 1 by about $2.5\times10^{-35}$, a difference of no practical importance.

In the example $c=0.5^{1.5}=0.3536$, $k=1.511$ and $\lambda=0.1825$. Thus $\beta_d=1.511\times1.5=2.27$ and $\eta_d=100000\times0.1825^{2/3}\approx32200$ s. More devices would not cure this error. The true 0.01% life is 215 s, whereas discarding tends to 553 s, about 2.6 times too long.

Stopping very early exposes the source of the bias. For $c\to0$ the factor $e^{-u}$ is nearly constant, so $v=u/c$ is uniform between 0 and 1. Then $\langle v^k\rangle=1/(k+1)$, $\langle v^k\ln v\rangle=-1/(k+1)^2$ and $\langle\ln v\rangle=-1$. The shape equation becomes

$$
1-\frac1k-\frac1{k+1}=0
\quad\Longrightarrow\quad k^2-k-1=0,
$$

whose positive root is $k=(1+\sqrt5)/2\approx1.618$. Because $k+1=k^2$, the scale is $\lambda/c=(k+1)^{-1/k}=k^{-2/k}\approx0.552$. It follows that

$$
\eta_d\to\eta(0.552\,c)^{1/\beta}=0.552^{1/\beta}\,T .
$$

The supposed characteristic life is now proportional to the stop time and independent of the true $\eta$. The crossing with the true line moves as well. It lies where $u=(u/\lambda)^k$, that is at $u=\lambda^{k/(k-1)}$, and since $k/(k-1)\to k^2\approx2.618$, the crossing fraction falls as $p_*\approx(0.552\,c)^{2.618}$. It is 0.65% in the example, about $4\times10^{-4}$ at $c=0.1$ and about $7\times10^{-5}$ at $c=0.05$. In a test stopped with only a few percent failed, discarding therefore tends to a 0.01% life that is too short, and the reversal appears only at smaller fractions. In the opposite limit, $c\to\infty$, all devices fail and the two fits coincide.

Keeping the survivors does not remove sampling error. In 1000 simulated tests of 40 devices, the median censored estimate of $\eta$ was about 96300 s, 4% below the true value, and the 16th to 84th percentiles ran from 77000 to 136000 s. In the single sample above, even the censored 0.01% life of 361 s exceeds the true 215 s. Discarding gave a longer 0.01% life than the censored fit in 99.2% of the simulated tests.

These conclusions belong to one Weibull population at one stress condition. A mixture of defective and sound oxides needs a different likelihood, as does a test from which devices are withdrawn because they look close to failure. Projection to another voltage, temperature or area needs a further model, and the survivors must be counted in the fit on which that projection rests.

## Computed results

```
True shape: 1.50; true eta: 100000 s
Stop time: 50000 s; devices: 40
Failures: 15; survivors: 25
Failure times (s):
  4931, 7650, 11066, 16574, 27622, 31681, 34343, 34752
  35104, 37879, 40646, 44540, 46782, 48523, 49433
Mean of ln(t/T) over failures: -0.64382
Lower bound on censored shape: 1.55323
Newton iterates of censored shape:
  2.329852, 1.941543, 1.678502, 1.708998, 1.709554, 1.709554
  1.709554
Sum of (t/T)^beta over all at censored fit: 32.68485
Censored fit: shape 1.7096, eta 78855 s
Discarding fit: shape 2.3069, eta 35264 s
Eta in hours: censored 21.90 h, discarding 9.80 h
Eta ratio, discarding/censored: 0.4472
Eta at fixed true shape: censored 84773 s, discarding 33197 s
Median life: censored 63639 s, discarding 30084 s
Low failure fraction: 0.01 %
Life at that fraction: censored 360.6 s, discarding 650.8 s
Sample crossing: time 3524.5 s, fraction 0.4915 %
Infinite sample: c = 0.35355, expected failed fraction 29.78 %
Infinite-sample discarding fit: k = 1.51083, lambda = 0.18251
  shape 2.2662, eta 32175 s
  crossing fraction 0.6512 %
  median life: true 78322 s, discarding 27371 s
  low-fraction life: true 215.5 s, discarding 552.7 s
Early-stop limit, computed at c = 0.0001: k = 1.61800, lambda/c = 0.55166
Golden ratio: 1.61803; predicted lambda/c: 0.55167
Large random sample (200000 devices): censored shape 1.4950, eta 100623 s
  discarding shape 2.2611, eta 32132 s
Repeated tests: 1000; usable: 1000
  median censored shape 1.5540, eta 96321 s
  median discarding shape 2.4076, eta 32273 s
  censored eta, 16 to 84 percentiles: 76712 to 136311 s
  discarding gives longer low-fraction life in 99.2 % of tests
Counterexample: 100000 failures, 1 survivor at 244.69 (time in units of the true eta, true shape 1)
  eta censored 0.999311, discarding 1.000000
```
